# Relaxation Volume from the Residual Stress of a Neutral Defect Supercell

Let a perfect crystal fill a periodic supercell of volume \(V\) whose lattice vectors make its stress zero. The same cell, with the same lattice vectors, is then given one neutral defect, and all atoms are relaxed. A homogeneous strain is a symmetric matrix \(\varepsilon\) that changes every cell vector \(\mathbf h\) to \((1+\varepsilon)\mathbf h\). Repeated indices are summed, and tensile stress is positive, so a small further strain costs the energy

\[
dE=V\sigma_{ij}\,d\varepsilon_{ij}.
\]

The elastic dipole tensor of the defect in this cell is defined by

\[
P_{ij}=-V\sigma_{ij}. \tag{1}
\]

It has the unit of energy. A defect that puts the fixed cell under compression makes \(\sigma_{ii}\) negative and \(P_{ii}\) positive. The sign is set by this mean stress of the cell, not by the direction in which the nearest neighbours move. The relaxation volume \(\Omega\) is the change of cell volume when the defective cell is released to zero stress, in the limit of large \(V\). For a cubic host with bulk modulus \(K\), the relation to be derived is

\[
\Omega=\frac{P_{ii}}{3K}. \tag{2}
\]

The algebra is in atomic units. Since no constant of nature appears in it, the formulas hold unchanged with energies in eV and lengths in angstrom.

The first question is which energy the residual stress differentiates. Write the atomic positions as \(\mathbf x=(1+\varepsilon)\mathbf X+\mathbf w\), where \(\mathbf X\) are fixed reference positions and \(\mathbf w\) are further displacements. The relaxed energy is \(E(\varepsilon)=\min_{\mathbf w}\mathcal E(\mathbf w,\varepsilon)\), with the electrons in their ground state. By the chain rule,

\[
\frac{dE}{d\varepsilon_{ij}}
=\frac{\partial\mathcal E}{\partial\varepsilon_{ij}}
+\frac{\partial\mathcal E}{\partial\mathbf w}\cdot
\frac{d\mathbf w}{d\varepsilon_{ij}}
=\frac{\partial\mathcal E}{\partial\varepsilon_{ij}} ,
\]

because the forces \(-\partial\mathcal E/\partial\mathbf w\) vanish at the minimum. The stress of the relaxed structure is therefore the derivative of the relaxed energy, and the response of the atoms to strain need not be calculated. The relaxation itself cannot be skipped: at unrelaxed positions \(\partial\mathcal E/\partial\varepsilon_{ij}\) is the slope of the energy with \(\mathbf w\) held fixed, which in general differs from the slope of the relaxed energy. The argument also needs the defect to stay in one configuration and one electronic state. If two states cross at zero strain, the energy has a kink there and the derivative is not defined.

Next, separate the defect from the host by defining

\[
e_d(\varepsilon)=E(\varepsilon)-E_{\rm host}(\varepsilon).
\]

The host is stress-free at \(\varepsilon=0\), so its expansion has no linear term:

\[
E_{\rm host}(\varepsilon)=E_{\rm host}(0)
+\tfrac12 V C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}+O(V\varepsilon^3).
\]

Here \(C_{ijkl}\) are the elastic constants with internal coordinates relaxed. The stress at \(\varepsilon=0\) then comes from the defect alone, and (1) gives

\[
P_{ij}=-\left.\frac{\partial e_d}{\partial\varepsilon_{ij}}\right|_0 .
\]

The physical assumption is that \(e_d\) and its strain derivatives approach finite limits as the cell grows. It can fail in practice if the electronic state of the defect is wider than the cell. Nothing has been assumed about the displacements near the defect, which may lie far outside linear elasticity. What must be small is the mean strain of the cell.

Now let the cell relax. Zero stress means that the derivative of the total energy vanishes:

\[
V C_{ijkl}\varepsilon_{kl}-P_{ij}+O(V\varepsilon^2)+O(\varepsilon)=0 .
\]

The third term is host anharmonicity, and the fourth is the change of stiffness caused by the defect. The first two terms balance when \(\varepsilon\) is of order \(1/V\), and both corrections are then also of order \(1/V\). With the compliance \(S\), the inverse of \(C\) on symmetric tensors,

\[
\varepsilon_{ij}=\frac{S_{ijkl}P_{kl}}{V}+O(V^{-2}). \tag{3}
\]

Since \(\det(1+\varepsilon)=1+\varepsilon_{ii}+O(\varepsilon^2)\), the volume change is

\[
\Delta V=V[\det(1+\varepsilon)-1]
=S_{iikl}P_{kl}+O(V^{-1}). \tag{4}
\]

Cubic symmetry has not yet been used. It enters through the symmetric tensor \(A_{kl}=S_{iikl}\), which must be unchanged by the rotations of the crystal. A twofold rotation about \(z\) reverses \(x\) and \(y\), so \(A_{xz}=-A_{xz}=0\) and \(A_{yz}=0\). The twofold rotation about \(x\) likewise gives \(A_{xy}=0\). A threefold rotation about \([111]\) permutes the axes and makes the diagonal elements equal. Hence \(A_{kl}=A\delta_{kl}\). To find \(A\), apply a small pressure \(p\), for which \(\sigma_{kl}=-p\delta_{kl}\). The volumetric strain is \(S_{iikl}\sigma_{kl}=-3Ap\), and by the definition of the bulk modulus it is \(-p/K\). Therefore \(A=1/(3K)\), and the large-cell limit of (4) is (2).

In terms of the residual pressure \(p_{\rm res}=-\sigma_{ii}/3\), the result reads \(\Omega=Vp_{\rm res}/K\): the volume change is what the host needs to relieve that pressure. The symmetry used is that of the host. The dipole may be anisotropic, and its traceless part then changes the shape of the cell without changing its volume at this order.

In a noncubic host \(A_{kl}\) is in general not proportional to \(\delta_{kl}\), and the full contraction (4) is then needed. The trace rule, with \(1/K=S_{iikk}\), survives when the traceless parts of \(A\) and \(P\) contract to zero, as they do for an isotropic dipole. Take a tetragonal host with \(C_{11}=1.0\), \(C_{12}=0.4\), \(C_{13}=0.3\) and \(C_{33}=0.6\) eV/Å\(^3\). The diagonal elements of \(A_{kl}\) follow from \(C_{ijkl}A_{kl}=\delta_{ij}\):

\[
1.4A_{xx}+0.3A_{zz}=1,\qquad 0.6A_{xx}+0.6A_{zz}=1 .
\]

The solution is \(A_{xx}=0.4545\) and \(A_{zz}=1.2121\) Å\(^3\)/eV. A dipole whose one nonzero element is 3 eV gives 1.364 Å\(^3\) if it lies along \(x\) and 3.636 Å\(^3\) if it lies along \(z\). The trace rule with \(1/K=2A_{xx}+A_{zz}\) would give 2.121 Å\(^3\) for both.

Two matters of reference affect the use of (2). First, \(\Omega\) compares cells with the same number of lattice sites. For a vacancy, the \(N-1\) remaining atoms would fill \(V-\Omega_0\) in the perfect crystal, where \(\Omega_0\) is the volume per atom. Its formation volume is thus \((V+\Omega)-(V-\Omega_0)=\Omega+\Omega_0\). For a self-interstitial the same count gives \(\Omega-\Omega_0\).

Second, the defect must be neutral for (1) to suffice. In a periodic cell the zero of the electrostatic potential is a convention, which may depend on strain. Shifting it by \(\phi_0(\varepsilon)\) changes the energy of a cell of charge \(q\) by \(q\phi_0\), and hence changes \(P_{ij}\) by \(-q\,\partial\phi_0/\partial\varepsilon_{ij}\). This ambiguity vanishes for \(q=0\).

If the chosen cell is not quite the host's zero-stress cell, the host stress has to be removed:

\[
P_{ij}=-V\left(\sigma^{\rm defect}_{ij}-\sigma^{\rm host}_{ij}\right). \tag{5}
\]

This is the dipole at the strain of that cell. A numerical stress error common to both calculations cancels in (5). An isotropic error \(\delta\sigma\) that does not cancel changes \(P_{ii}\) by \(-3V\delta\sigma\) and \(\Omega\) by \(-V\delta\sigma/K\). Enlarging the cell therefore reduces the elastic finite-size error but demands a more accurate stress. The modulus should come from the same energy method as the stress, because (2) describes the response of one energy function.

A model with complete energies and stresses allows (2) to be compared with a direct volume relaxation. The host has the diamond structure, with lattice constant \(a=5.4\) Å and bond length \(d=\sqrt3a/4=2.338\) Å. Its Keating energy is

\[
\mathcal E=\sum_b\frac{3\alpha}{8\ell_b^2}(r_b^2-\ell_b^2)^2
+\sum_{(b,c)}\frac{3\beta}{8\ell_b\ell_c}
\left(\mathbf r_b\cdot\mathbf r_c+\frac{\ell_b\ell_c}{3}\right)^2 .
\]

The first sum runs over bonds, and the second over pairs of bonds drawn outward from a shared atom. In the host every rest length \(\ell_b\) equals \(d\). The round parameters are \(\alpha=3.0\) and \(\beta=0.8\) eV/Å\(^2\). This is not an electronic-structure calculation: it has no electronic states and describes no particular material.

Under a uniform linear strain \(e\), both \(r_b^2\) and \(\mathbf r_b\cdot\mathbf r_c\) are multiplied by \((1+e)^2=1+s\), with \(s=2e+e^2\). Each atom accounts for two bonds and six bond pairs, so the energy per atom is

\[
2\,\frac{3\alpha}{8}d^2s^2+6\,\frac{3\beta}{8}\,\frac{d^2s^2}{9}
=\frac{3\alpha+\beta}{4}\,d^2s^2 .
\]

To second order this is \((3\alpha+\beta)d^2e^2\). Elasticity gives \(\tfrac12K(3e)^2\) times the atomic volume \(a^3/8\). Equating the two, with \(d^2=3a^2/16\), yields

\[
K=\frac{3\alpha+\beta}{3a}=\frac{9.8}{16.2}=0.6049\ \text{eV/Å}^3 .
\]

The modulus obtained from stresses of strained cells agrees with this formula.

The defect is a substitutional impurity whose four bonds have rest length \(0.90d\). In the fixed 216-atom cell, \(V=4251.53\) Å\(^3\) and the residual stress is \(0.001834\) eV/Å\(^3\) along each axis. It is tensile, because the only change made to the host is that four rest lengths are shortened. Inward motion of the neighbours would not by itself fix the sign: with impurity bonds of rest length \(0.99d\) and the twelve back bonds of the neighbours at \(1.01d\), the neighbours still move inward, yet \(P_{ii}\) is positive. Thus

\[
P_{ii}=-3(4251.53)(0.001834)=-23.39\ \text{eV},
\]

or \(-23.398\) eV before the stress is rounded. Division by \(3K=1.8148\) eV/Å\(^3\) gives \(-12.893\) Å\(^3\). With the atoms clamped at host positions the trace would be \(-25.083\) eV, larger in magnitude than the relaxed value by 7.2% of the latter.

The direct route relaxes atoms and cell together and does not use \(K\). It gives \(\Delta V=-12.789\), \(-12.862\) and \(-12.880\) Å\(^3\) for 64, 216 and 512 atoms. The dipole route gives \(-12.893\) Å\(^3\) in all three cells to this precision. The gap between the routes falls as \(N^{-1.00}\), where \(N\) is the number of atoms. Removing a \(1/N\) term from the two larger cells gives

\[
\frac{512(-12.8796)-216(-12.8618)}{512-216}
=-12.893\ \text{Å}^3 ,
\]

in agreement with the dipole result. For this impurity the fixed cell thus reaches the dilute limit sooner; this need not hold for every defect.

The size of the gap can also be explained. For isotropic strain write \(T=P_{ii}\) and \(e_d=e_d(0)-Te+\tfrac12\kappa e^2\), where \(\kappa\) measures the added stiffness. The host energy is proportional to \(s^2/4=e^2+e^3+\dots\), so it equals \(\tfrac92KV(e^2+e^3)\) to third order. Zero stress requires

\[
9KVe+\tfrac{27}{2}KVe^2-T+\kappa e=0 .
\]

The leading solution is \(e_1=T/(9KV)\). Inserting it in the small terms gives

\[
e=e_1-\frac{\kappa e_1}{9KV}-\frac32e_1^2 .
\]

With \(\Delta V=V(3e+3e^2)\) to second order,

\[
\Delta V-\frac{T}{3K}
=-\frac{\kappa e_1}{3K}-\frac92Ve_1^2+3Ve_1^2
=-\frac{\kappa e_1}{3K}-\frac32Ve_1^2 . \tag{6}
\]

Both terms scale as \(1/V\). The stiffness \(\kappa\) can be read from a 216-atom cell stretched by \(0.001\) in each direction, where (5) gives a trace of \(-23.488\) eV. An increment \(de\) measured from the original cell is a strain \(de/(1+e)\) of the stretched one, so \(-de_d/de=-23.4882/1.001=-23.4647\) eV. At zero strain it is \(-23.3976\) eV. The difference, \(-0.0671\) eV, equals \(-0.001\kappa\), hence \(\kappa\approx67\) eV. With \(e_1=-1.011\times10^{-3}\), the two terms of (6) are \(+0.0373\) and \(-0.0065\) Å\(^3\). Their sum, \(0.031\) Å\(^3\), matches the observed gap in the 216-atom cell.

The same stretched cell shows why (5) is needed. Without the host subtraction its trace is \(-46.69\) eV, which would nearly double the relaxation volume. The host part is approximately \(-9KVe=-23.1\) eV, and at fixed strain it grows in proportion to \(V\).

Opening the cell also lowers the energy. Inserting (3) in the leading terms gives

\[
E(0)-E(\varepsilon)=P_{ij}\varepsilon_{ij}
-\tfrac12VC_{ijkl}\varepsilon_{ij}\varepsilon_{kl}
=\frac{P_{ij}S_{ijkl}P_{kl}}{2V}.
\]

For an isotropic dipole \(P_{ij}=(T/3)\delta_{ij}\), and \(S_{iikk}=3A=1/K\), so the released energy is \(T^2/(18KV)\). In the 512-atom cell this is \(0.00499\) eV, and the direct energy difference agrees to within 0.1%. The dipole thus also estimates how far a fixed-cell defect energy lies above its zero-stress value.

An anisotropic case is a pair of neighbouring impurities along \([111]\), whose shared bond has rest length \(d\). The threefold axis makes the diagonal elements of \(P\) equal and the off-diagonal elements equal. In the 512-atom cell they are \(P_{xx}=-11.600\) eV and \(P_{xy}=1.973\) eV. The principal value along the pair is \(P_{xx}+2P_{xy}=-7.65\) eV, and across it \(P_{xx}-P_{xy}=-13.57\) eV, so the pair contracts the crystal less along its axis. The extrapolated volume is \(-19.173\) Å\(^3\) by both routes, which tests the trace rule for a dipole that is not isotropic.

The shear strain tests the rest of the tensor. Since \(\varepsilon_{xy}\) and \(\varepsilon_{yx}\) both contribute, \(\sigma_{xy}=2C_{44}\varepsilon_{xy}\) in the host, and (3) becomes \(V\varepsilon_{xy}=P_{xy}/(2C_{44})\). With \(C_{44}=0.4678\) eV/Å\(^3\), both routes extrapolate to \(2.106\) Å\(^3\). Separate tests on the 64-atom pair confirm that \(P_{xx}\) and \(P_{xy}\) equal minus the strain derivatives of the relaxed energy, as the chain-rule argument requires.

For the single impurity the main results are \(P_{ii}=-23.40\) eV (\(-0.860\) hartree) and \(\Omega=-12.89\) Å\(^3\) (\(-87.0\) bohr\(^3\)). At a low number density \(n\), the dipoles add, and (3) gives a volumetric strain \(n\Omega\) in a free crystal. If the average dipole is isotropic, the linear strain is \(n\Omega/3\). For \(n=10^{-4}\) Å\(^{-3}\) these are \(-1.29\times10^{-3}\) and \(-4.30\times10^{-4}\), so the lattice constant shrinks by about \(0.0023\) Å.

A thin (001) film responds differently if it is held coherently by a thick substrate whose in-plane lattice matches the pure host. Its in-plane strain is fixed at zero, while its surface is free, so

\[
\sigma_{zz}=C_{11}\varepsilon_{zz}-\frac{nT}{3}=0,
\qquad
\varepsilon_{zz}=\frac{nT}{3C_{11}}=\frac{K}{C_{11}}\,n\Omega .
\]

With \(C_{11}=1.000\) eV/Å\(^3\), the film's volume change per impurity is \(0.605\,\Omega=-7.80\) Å\(^3\). The remaining misfit appears as in-plane stress,

\[
\sigma_{xx}=C_{12}\varepsilon_{zz}-\frac{nT}{3}
=-\frac{nT}{3}\left(1-\frac{C_{12}}{C_{11}}\right).
\]

For \(C_{12}=0.4074\) eV/Å\(^3\) and the same density this is \(4.6\times10^{-4}\) eV/Å\(^3\), a tension, as expected for a film prevented from shrinking. The dipole belongs to the defect in its host, whereas the volume change also depends on how the crystal is held; \(\Omega\) is its value at zero stress. The numerical output below gives the values for each cell size.

## Values computed for the example and the checks

```
Host lattice constant: 5.400 A; bond length: 2.3383 A
Keating alpha, beta: 3.00, 0.80 eV/A^2
Rest-length ratios, impurity-host and pair: 0.90, 1.00
C11, C12, C44: 1.00000, 0.40741, 0.46784 eV/A^3
Bulk modulus K: 0.60494 eV/A^3
Single impurity
 N=64: V=1259.71 A^3, residual stress=0.006192 eV/A^3
  trace P=-23.3991 eV; trace/(3K)=-12.8934 A^3; free-cell dV=-12.7893 A^3
 N=216: V=4251.53 A^3, residual stress=0.001834 eV/A^3
  trace P=-23.3976 eV; trace/(3K)=-12.8926 A^3; free-cell dV=-12.8618 A^3
 N=512: V=10077.70 A^3, residual stress=0.000774 eV/A^3
  trace P=-23.3977 eV; trace/(3K)=-12.8926 A^3; free-cell dV=-12.8796 A^3
 Gap between the two volumes scales as N^(-1.001)
 Extrapolated volume from dipole: -12.8926 A^3
 Extrapolated volume from free cell: -12.8926 A^3
 Energy released on opening 512-atom cell: 0.004985 eV
 Same energy from the dipole formula: 0.004989 eV
N=216 trace P, clamped atoms: -25.0830 eV
N=216 trace P, relaxed atoms: -23.3976 eV
N=216 cell prestrained by 0.0010 in each direction
 trace P without host subtraction: -46.6933 eV
 trace P with host subtraction: -23.4882 eV
Nearest-neighbour impurity pair
 N=64 Pxx: stress -11.61080 eV, energy derivative -11.61081 eV
 N=64 Pxy: stress 1.98869 eV, energy derivative 1.98869 eV
 N=216: Pxx=-11.6012 eV, Pxy=1.9770 eV
 N=512: Pxx=-11.5996 eV, Pxy=1.9734 eV
 Extrapolated volume: dipole -19.1728 A^3, free cell -19.1728 A^3
 Extrapolated V*strain_xy: dipole 2.1063 A^3, free cell 2.1063 A^3
Dipoles of trace 3.0 eV along x and along z
 Cubic host volumes: 1.6531, 1.6531 A^3
 Tetragonal moduli C11,C12,C13,C33: 1.0, 0.4, 0.3, 0.6 eV/A^3
 Tetragonal host volumes: 1.3636, 3.6364 A^3
Main results for the single impurity, extrapolated
 trace P: -23.3977 eV = -0.85985 hartree
 relaxation volume: -12.8926 A^3 = -87.0038 bohr^3
 At impurity density 1.0e-04 A^-3:
  volumetric strain: -1.2893e-03 (no unit)
  linear strain: -4.2975e-04 (no unit)
```
